# Why capture calculations with moving atomic orbitals need electron translation factors: verification in Python

```python
# Result under test: atomic orbitals that follow a moving nucleus but lack the
# translation factor exp(i v x - i v^2 t/2) keep the coupling -v <k|p|j> at
# infinite nuclear separation; with the factor only the potential of the other
# centre couples them, and that vanishes with distance.
# Symbols: T target, P projectile, R separation, v velocity, p momentum,
# W spurious coupling, gap = energy difference of the two orbitals.
# Atomic units inside; eV, angstrom and fs in the printout.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from pyscf import gto, scf, cc

EV = sc.physical_constants['Hartree energy in eV'][0]
ANG = sc.physical_constants['Bohr radius'][0] * 1e10
FS = sc.physical_constants['atomic unit of time'][0] * 1e15
VEL = ANG / FS                      # one atomic unit of velocity in angstrom/fs

# ---------- one-dimensional model with two soft Coulomb centres ----------
speed_A, soft_A, start_A, end_A, late_A = 10.0, 0.75, 2.0, 34.0, 20.0
v, soft = speed_A / VEL, soft_A / ANG
R_start, R_end, R_late = start_A / ANG, end_A / ANG, late_A / ANG
N, dx = 1024, 0.25
x = (np.arange(N) - N // 2) * dx
k = 2 * np.pi * np.fft.fftfreq(N, dx)


def well(y):
    return -1.0 / np.sqrt(y**2 + soft**2)


def kinetic(f):
    return np.fft.ifft(0.5 * k**2 * np.fft.fft(f))


eye = np.eye(N)
T_mat = np.fft.ifft(0.5 * k[:, None]**2 * np.fft.fft(eye, axis=0), axis=0).real
P_mat = np.fft.ifft(k[:, None] * np.fft.fft(eye, axis=0), axis=0)
h_atom = 0.5 * (T_mat + T_mat.T) + np.diag(well(x))
eps, vec = eigh(h_atom, subset_by_index=[0, 1])
phi = vec.T / np.sqrt(dx)
phi_hat = np.fft.fft(phi)
gap = eps[1] - eps[0]
x01 = abs(np.sum(phi[0] * x * phi[1]) * dx)
p01 = abs(vec[:, 0] @ P_mat @ vec[:, 1])
assert abs(p01 - gap * x01) < 1e-5 * p01


def moving_state(n, R0, u, t, factor):
    f = np.fft.ifft(phi_hat[n] * np.exp(-1j * k * (R0 + u * t)))
    f = f * np.exp(-1j * eps[n] * t)
    if factor:
        f = f * np.exp(1j * (u * x - 0.5 * u**2 * t))
    return f


def coupling(R, factor, bra_on_target=False):
    """|<bra|H - i d/dt|P1>| with the time derivative taken numerically."""
    h = 1e-3
    ket = moving_state(1, R, v, 0.0, factor)
    rate = (moving_state(1, R, v, h, factor)
            - moving_state(1, R, v, -h, factor)) / (2 * h)
    acted = kinetic(ket) + (well(x) + well(x - R)) * ket - 1j * rate
    if bra_on_target:
        bra = moving_state(0, 0.0, 0.0, 0.0, factor)
    else:
        bra = moving_state(0, R, v, 0.0, factor)
    return abs(np.vdot(bra, acted) * dx)


R_list_A = [5.0, 10.0, 20.0, 30.0]
bare_c = [coupling(R / ANG, False) for R in R_list_A]
full_c = [coupling(R / ANG, True) for R in R_list_A]
R_far = R_list_A[-1] / ANG
assert abs(bare_c[-1] / (v * p01) - 1) < 0.01
assert abs(full_c[-1] * R_far**2 / x01 - 1) < 0.03
assert coupling(R_far, False, True) < 1e-6
assert coupling(R_far, True, True) < 1e-6

# A complete set of bare orbitals rebuilds the factor, two orbitals do not.
lowest = eigh(h_atom - v * P_mat, eigvals_only=True, subset_by_index=[0, 0])[0]
shift_all = eps[0] - lowest
two = vec.T @ (h_atom - v * P_mat) @ vec
shift_two = eps[0] - np.linalg.eigvalsh(two)[0]
assert abs(shift_all - 0.5 * v**2) < 1e-5
assert shift_two < 0.99 * 0.5 * v**2


def rate_matrix(t, uT, uP, factor):
    chi, dchi, V = [], [], 0.0
    for X, u in ((uT * t, uT), (R_start + uP * t, uP)):
        moved = phi_hat * np.exp(-1j * k * X)
        g, dg = np.fft.ifft(moved), np.fft.ifft(1j * k * moved)
        if factor:
            f = np.exp(1j * (u * x - 0.5 * u**2 * t))
            chi.append(f * g)
            dchi.append(f * (-u * dg - 0.5j * u**2 * g))
        else:
            chi.append(g)
            dchi.append(-u * dg)
        V = V + well(x - X)
    chi, dchi = np.vstack(chi), np.vstack(dchi)
    acted = kinetic(chi) + V * chi - 1j * dchi
    S = chi.conj() @ chi.T * dx
    M = chi.conj() @ acted.T * dx
    return -1j * np.linalg.solve(S, M)


def half_collision(uT, uP, factor):
    """Late populations of the two P orbitals; start in the T ground state."""
    steps = int(round((R_end - R_start) / v / 0.1))
    dt = (R_end - R_start) / v / steps
    c = np.array([1, 0, 0, 0], complex)
    A0, late = rate_matrix(0.0, uT, uP, factor), []
    for n in range(steps):
        Ah = rate_matrix((n + 0.5) * dt, uT, uP, factor)
        A1 = rate_matrix((n + 1) * dt, uT, uP, factor)
        k1 = A0 @ c
        k2 = Ah @ (c + 0.5 * dt * k1)
        k3 = Ah @ (c + 0.5 * dt * k2)
        k4 = A1 @ (c + dt * k3)
        c = c + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        A0 = A1
        if R_start + v * (n + 1) * dt > R_late:
            late.append(abs(c[2:])**2)
    assert abs(np.sum(abs(c)**2) - 1) < 1e-3
    return np.array(late)


bare_lab = half_collision(0.0, v, False)
full_lab = half_collision(0.0, v, True)
bare_P = half_collision(-v, 0.0, False)     # same motion seen from P
full_P = half_collision(-v, 0.0, True)
spread = lambda a: np.ptp(a[:, 0])
frame_bare = np.max(abs(bare_lab - bare_P))
frame_full = np.max(abs(full_lab - full_P))
assert spread(bare_lab) > 5 * spread(full_lab)
assert frame_full < 1e-3 and frame_bare > 10 * frame_full

# Direct propagation on the grid, read with both kinds of orbital.
steps = int(round((R_end - R_start) / v / 0.05))
dt = (R_end - R_start) / v / steps
psi = phi[0].astype(complex)
half_kin = np.exp(-0.25j * k**2 * dt)
read_full, read_bare = [], []
for n in range(steps):
    R_mid = R_start + v * (n + 0.5) * dt
    psi = np.fft.ifft(half_kin * np.fft.fft(psi))
    psi = psi * np.exp(-1j * dt * (well(x) + well(x - R_mid)))
    psi = np.fft.ifft(half_kin * np.fft.fft(psi))
    t = (n + 1) * dt
    if R_start + v * t > R_late and n % 10 == 0:
        for store, factor in ((read_full, True), (read_bare, False)):
            store.append([abs(np.vdot(moving_state(m, R_start, v, t, factor),
                                      psi) * dx)**2 for m in (0, 1)])
read_full, read_bare = np.array(read_full), np.array(read_bare)
assert spread(read_bare) > 3 * spread(read_full)


# ---------- gallium: electron captured by Ga+ into 4p ----------
def gallium(diffuse):
    basis = list(gto.basis.load('def2-tzvp', 'Ga'))
    basis += [[l, [a, 1.0]] for l in (0, 1, 2) for a in diffuse]
    basis += [[2, [0.07, 1.0]]]
    mol = gto.M(atom='Ga 0 0 0', basis={'Ga': basis}, charge=1, spin=0,
                verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    F, S = mf.get_fock(), mol.intor('int1e_ovlp')
    labels = mol.ao_labels(fmt=None)
    orb, en = {}, {}
    wanted = (('s', '', {'4s': 3, '5s': 4}), ('p', 'z', {'4p': 2}),
              ('d', 'z^2', {'4d': 1}))
    for l, m, names in wanted:
        idx = [i for i, b in enumerate(labels) if b[2][-1] == l and b[3] == m]
        e, c = eigh(F[np.ix_(idx, idx)], S[np.ix_(idx, idx)])
        for name, n in names.items():
            full = np.zeros(len(labels))
            full[idx] = c[:, n]
            # the symmetry block must give a true eigenvector of the whole F
            assert np.max(abs(F @ full - e[n] * (S @ full))) < 1e-3
            orb[name], en[name] = full, e[n]
    grad = -mol.intor('int1e_ipovlp')[2]
    zed = mol.intor('int1e_r')[2]
    D = lambda a, b: orb[a] @ grad @ orb[b]
    Z = lambda a, b: orb[a] @ zed @ orb[b]
    return mol, mf, en, D, Z


def largest_loss(H):
    """Largest population that leaves state 0, found by a scan in time."""
    e, c = np.linalg.eigh(H)
    times = np.linspace(0, 4000, 80001)
    amp = np.exp(-1j * np.outer(times, e)) @ (abs(c[0])**2)
    return np.max(1 - abs(amp)**2)


mol, mf, en, D, Z = gallium((0.02, 0.007))
_, _, en_b, D_b, _ = gallium((0.03, 0.015, 0.0075, 0.0035))
basis_change = abs(D_b('5s', '4p') / D('5s', '4p')) - 1
assert abs(basis_change) < 0.05

E_ion = 30000.0
mass_u = mol.atom_mass_list(isotope_avg=True)[0]
mass = mass_u * sc.atomic_mass / sc.electron_mass
v_ga = np.sqrt(2 * E_ion / EV / mass)
W = v_ga * abs(D('5s', '4p'))
W_d = v_ga * abs(D('4d', '4p'))
W_core = v_ga * abs(D('4p', '4s'))
gap_ga = en['5s'] - en['4p']
W_length = v_ga * gap_ga * abs(Z('5s', '4p'))
transfer = lambda w, g: 4 * w**2 / (g**2 + 4 * w**2)
loss = transfer(W, gap_ga)
names = ['4p', '5s', '4d']
H3 = np.diag([en[a] for a in names]).astype(complex)
for i, a in enumerate(names):
    for j, b in enumerate(names):
        if i != j:
            H3[i, j] = 1j * v_ga * D(a, b)
assert np.max(abs(H3 - H3.conj().T)) < 1e-8
assert abs(largest_loss(H3[:2, :2]) - loss) < 1e-3
loss3 = largest_loss(H3)
period = 2 * np.pi / np.sqrt(gap_ga**2 + 4 * W**2)
R_cross = np.sqrt(abs(Z('5s', '4p')) / W)

ccsd = cc.RCCSD(mf, frozen=14)
ccsd.verbose = 0
ccsd.kernel()
e_att, c_att = ccsd.eaccsd(nroots=4)
e_att = np.array(e_att)
assert ccsd.converged and np.ptp(e_att[:3]) * EV < 0.01
assert np.argmax(abs(c_att[3][:mol.nao - 15])) == 3     # root 4 is 5s
gap_cc = e_att[3] - e_att[0]

print('MODEL (one dimension, two equal soft Coulomb centres)')
print(f'speed {speed_A:.1f} angstrom/fs, softening {soft_A:.2f} angstrom')
print(f'orbital energies {eps[0]*EV:.3f}, {eps[1]*EV:.3f} eV; gap {gap*EV:.3f} eV')
print(f'dipole length x01 {x01*ANG:.4f} angstrom')
print(f'predicted constant v|p01| {v*p01*EV:.4f} eV')
for R, a, b in zip(R_list_A, bare_c, full_c):
    print(f'R {R:4.0f} angstrom: coupling bare {a*EV:.4f}, '
          f'with factor {b*EV:.5f} eV')
print(f'kinetic energy v^2/2 {0.5*v**2*EV:.4f} eV')
print(f'level lowering: all orbitals {shift_all*EV:.4f}, '
      f'two orbitals {shift_two*EV:.4f} eV')
print(f'half-collision from {start_A:.0f} to {end_A:.0f} angstrom; '
      f'populations for R > {late_A:.0f} angstrom')
for name, a in (('bare basis, T frame', bare_lab),
                ('bare basis, P frame', bare_P),
                ('factor basis, T frame', full_lab),
                ('grid, read with factor', read_full),
                ('grid, read bare', read_bare)):
    print(f'{name}: P ground {a[:,0].min():.4f} to {a[:,0].max():.4f}, '
          f'P excited {a[:,1].min():.4f} to {a[:,1].max():.4f}')
print(f'largest frame difference: bare {frame_bare:.4f}, '
      f'with factor {frame_full:.1e}')
print('GALLIUM (Hartree-Fock Ga+ core, captured electron in 4pz)')
print(f'ion energy {E_ion:.0f} eV, mass {mass_u:.3f} u, '
      f'speed {v_ga*VEL:.3f} angstrom/fs ({v_ga:.4f} a.u.)')
print(f'electron energy v^2/2 {0.5*v_ga**2*EV:.4f} eV')
print(f"energies 4p {en['4p']*EV:.3f}, 5s {en['5s']*EV:.3f}, "
      f"4d {en['4d']*EV:.3f} eV")
print(f'4p-5s gap {gap_ga*EV:.3f} eV')
print(f"dipole length 4p-5s {abs(Z('5s','4p'))*ANG:.3f} angstrom")
print(f'spurious coupling 4p-5s {W*EV:.4f} eV ({W:.5f} a.u.)')
print(f'same from length form {W_length*EV:.4f} eV')
print(f'change of coupling in larger basis {100*basis_change:.2f} percent')
print(f'largest population moved, two states {loss:.4f}')
print(f'period {period*FS:.3f} fs, path per period '
      f'{period*v_ga*ANG:.2f} angstrom')
print(f'spurious exceeds Stark coupling beyond {R_cross*ANG:.2f} angstrom')
print(f'neglected: 4p-4d coupling {W_d*EV:.4f} eV, '
      f'population moved with 4d {loss3:.4f}')
print(f'neglected: 4s-4p coupling of unboosted core {W_core*EV:.4f} eV')
print(f'neglected: correlation, coupled-cluster gap {gap_cc*EV:.3f} eV, '
      f'population moved {transfer(W, gap_cc):.4f}')
print(f'at one tenth of the ion energy: coupling {W*EV/np.sqrt(10):.4f} eV, '
      f'population moved {transfer(W/np.sqrt(10), gap_ga):.4f}')
print('all good')
```

Printed output:

```
MODEL (one dimension, two equal soft Coulomb centres)
speed 10.0 angstrom/fs, softening 0.75 angstrom
orbital energies -13.580, -6.331 eV; gap 7.250 eV
dipole length x01 0.6886 angstrom
predicted constant v|p01| 4.3126 eV
R    5 angstrom: coupling bare 4.3334, with factor 0.42390 eV
R   10 angstrom: coupling bare 4.3138, with factor 0.10068 eV
R   20 angstrom: coupling bare 4.3127, with factor 0.02488 eV
R   30 angstrom: coupling bare 4.3126, with factor 0.01104 eV
kinetic energy v^2/2 2.8428 eV
level lowering: all orbitals 2.8428, two orbitals 2.0088 eV
half-collision from 2 to 34 angstrom; populations for R > 20 angstrom
bare basis, T frame: P ground 0.0477 to 0.0789, P excited 0.0024 to 0.0336
bare basis, P frame: P ground 0.3040 to 0.3067, P excited 0.1668 to 0.1695
factor basis, T frame: P ground 0.0627 to 0.0630, P excited 0.0175 to 0.0179
grid, read with factor: P ground 0.0631 to 0.0635, P excited 0.0216 to 0.0223
grid, read bare: P ground 0.0187 to 0.0803, P excited 0.0041 to 0.0267
largest frame difference: bare 0.2589, with factor 3.3e-16
GALLIUM (Hartree-Fock Ga+ core, captured electron in 4pz)
ion energy 30000 eV, mass 69.723 u, speed 2.881 angstrom/fs (0.1317 a.u.)
electron energy v^2/2 0.2360 eV
energies 4p -5.294, 5s -2.695, 4d -1.542 eV
4p-5s gap 2.600 eV
dipole length 4p-5s 0.803 angstrom
spurious coupling 4p-5s 0.4116 eV (0.01513 a.u.)
same from length form 0.5195 eV
change of coupling in larger basis -0.37 percent
largest population moved, two states 0.0912
period 1.517 fs, path per period 4.37 angstrom
spurious exceeds Stark coupling beyond 5.30 angstrom
neglected: 4p-4d coupling 0.6008 eV, population moved with 4d 0.1682
neglected: 4s-4p coupling of unboosted core 1.1946 eV
neglected: correlation, coupled-cluster gap 2.939 eV, population moved 0.0727
at one tenth of the ion energy: coupling 0.1302 eV, population moved 0.0099
all good
```
